# Proper and improper e31, and the charge through a shorted crystal

**Q:** A piezoelectric constant is the change of polarization per unit strain. I see one derivative there. Why should a crystal have two values of $e_{31}$?

**A:** Because polarization is a charge per area, and a strain along axis 1 changes the area of the face that carries the charge. One can ask how the charge per actual area changes, or how much charge is transferred per original area.

Take an insulating crystal with its polar axis along 3, pointing up. Stretch it uniformly by a strain $\varepsilon$ along axis 1, with the other strains held at zero and no rotation. The atoms may relax inside the cell, and the macroscopic field is kept at zero. Let $P(\varepsilon)$ be the polarization along axis 3 and $A(\varepsilon)$ the area of the top face, with $P$ and $A_0$ their values at $\varepsilon=0$. The two constants are

$$e_{31}^{\rm imp}=\frac{dP}{d\varepsilon}\Big|_0,\qquad e_{31}^{\rm prop}=\frac{1}{A_0}\frac{d(PA)}{d\varepsilon}\Big|_0 .$$

The first is called improper, the second proper.

**Q:** You can define what you like. An ammeter in the wire does not know your definitions. What does it register?

**A:** Put identical electrodes on the top and bottom faces, covering them and stretching with them, and join them by a wire. The voltage is zero. In a uniform crystal without space charge the field is uniform. The potential steps at the two contacts of a polar crystal may differ, but the field they leave falls as one over the thickness. In a thick crystal it is negligible, and the displacement inside is $D=P$. In the metal $D=0$. Gauss's law at the top face gives the free charge density as $D$ above minus $D$ below, which is $0-P$. At the bottom face it is $P-0$. The electrode charges are therefore

$$Q_{\rm top}=-PA,\qquad Q_{\rm bottom}=+PA .$$

When the strain changes, $Q_{\rm top}$ changes by $-\Delta(PA)$. A positive charge

$$\Delta Q=\Delta(PA)$$

has left the top electrode and run through the wire to the bottom one. The same charge has moved upward through the crystal. The ammeter follows the product $PA$, hence the proper constant.

**Q:** Then how far apart are the two constants?

**A:** The lateral edge along 1 grows by the factor $1+\varepsilon$ and the edge along 2 is fixed, so $A=A_0(1+\varepsilon)$. The product rule gives

$$\frac{d(PA)}{d\varepsilon}=A_0(1+\varepsilon)\frac{dP}{d\varepsilon}+A_0P(\varepsilon).$$

At $\varepsilon=0$, division by $A_0$ turns the left side into $e_{31}^{\rm prop}$ and the right side into $e_{31}^{\rm imp}+P$. Hence

$$e_{31}^{\rm imp}=e_{31}^{\rm prop}-P .$$

The term $-P$ is dilution: if no charge moves at all, the same surface charge is spread over a larger face. For a strain along axis 3 the area does not change, and the two versions of $e_{33}$ coincide.

**Q:** I object to the $P$ in that formula. The polarization of a periodic crystal is fixed only up to a quantum. How can a material constant contain it?

**A:** The improper constant inherits the ambiguity, and the proper one does not. A cell model shows this. Let the cell have height $c$ and lateral area $S$. It holds a core of charge $+e$ at height 0 (site A), another at height $uc$ (site B), and two electrons whose mean position, the Wannier centre, is at $wc$. Here $e$ without indices is the elementary charge. The dipole per volume is

$$P=\frac{e\cdot 0+e\,uc-2e\,wc}{Sc}=\frac{q}{S},\qquad q=e(u-2w).$$

Since $A$ and $S$ grow by the same factor, $PA=qA_0/S_0$, and so

$$e_{31}^{\rm prop}=\frac{1}{S_0}\frac{dq}{d\varepsilon}.$$

Now describe the same crystal with core A taken from the next cell up, at height $c$. Then $q$ becomes $q+e$. In general $q\to q+ne$ with a fixed integer $n$. The derivative of $q$ is unchanged, so the proper constant is unchanged. The polarization becomes $P+ne/S$, and because $S=S_0(1+\varepsilon)$, the improper constant shifts by

$$\frac{d}{d\varepsilon}\frac{ne}{S_0(1+\varepsilon)}\Big|_0=-\frac{ne}{S_0}.$$

This is the shift of $-P$. The relation holds on every branch, provided that the $P$ in it is the formal polarization on the same branch that was differentiated.

**Q:** But real surfaces carry a definite charge. Does the surface not choose the branch, and then the wire must notice?

**A:** The surface does choose a branch for the bound charge. The wire registers a change, and a fixed number of elementary charges per surface cell drops out of a change. The same holds for foreign ions stuck to the surface: they take over part of the compensation of $PA$, but as long as their number stays fixed during the strain, they add a constant.

**Q:** I would like to see this in a case where the electrons are free to do what they want, and the current is not computed from $PA$.

**A:** Take a crystal of independent electrons with round parameters. The cell is $a\times a\times c$ with $a=3.0$ Å and $c=5.0$ Å, and the internal coordinate is $u=0.4-0.2\,\varepsilon$. For a vertical wave number $k$ and given lateral wave numbers, the Hamiltonian on sites A and B is

$$H=\begin{pmatrix} d & h\\ h^* & -d\end{pmatrix},\qquad h=-(t_1+t_2e^{-ikc}),$$

$$d=\Delta+2t_x\cos k_xa_x+2t_y\cos k_ya .$$

Here $a_x=a(1+\varepsilon)$, $\Delta=1.5$ eV, $t_y=0.15$ eV and $t_x=t_y/(1+\varepsilon)^2$. The vertical hoppings also fall as the inverse square of the bond length: $t_1=2.0$ eV for the short bond of 2.0 Å inside the cell, and $t_2=2.0\,(2/3)^2=0.889$ eV for the bond of 3.0 Å to the next cell. At zero strain $d$ is at least $1.5-4(0.15)=0.9$ eV. The gap $2\sqrt{d^2+|h|^2}$ therefore never closes, and the two electrons per cell fill the lower band.

The Berry phase of that band, averaged over the lateral wave numbers, gives $w=0.337396$. Then

$$q/e=0.4-2(0.337396)=-0.27479 .$$

With $e/S_0=1.7802$ C/m², the formal polarization is $P=-0.4892$ C/m². At strains $-0.001$ and $+0.001$ the same calculation gives $q/e=-0.2751669$ and $-0.2744181$, so

$$e_{31}^{\rm prop}=1.7802\times\frac{0.0007488}{0.002}=0.6665\ {\rm C/m^2}.$$

**Q:** That is still a derivative of $PA$. Where is the current?

**A:** It comes from solving the time-dependent Schrödinger equation numerically while the strain rises smoothly and slowly from $-0.1\,\%$ to $+0.1\,\%$, with no macroscopic field. First one needs the link between moving charges and the wire. A sheet of charge $s$ at height $z$ between shorted plates a distance $L$ apart induces $-sz/L$ on the top plate. If it rises by $\delta z$, the charge $s\,\delta z/L$ leaves the top plate through the wire. Summed over all charges, the wire current is the average of the microscopic current over the thickness, which in a uniform crystal is its average over a cell.

Let $F_1$ be the rate, per spin, at which electrons hop from B to A inside the cell, a displacement of $-uc$. Let $F_2$ be the rate from B up to A of the next cell, a displacement of $(1-u)c$. Let $n_B$ be the occupation of B per spin. Site B moves at the rate $\dot u c$ and carries its core and its electrons along. The upward current per cell is then

$$I=e\dot u-2e\left[-uF_1+(1-u)F_2+n_B\dot u\right],$$

averaged over the wave numbers. The factor 2 counts the spins, and the minus sign is the charge of the electron.

The time integral of $I$ is $7.487\times10^{-4}\,e$ per cell, or $1.3329$ mC/m² of original area. The proper constant predicts $0.66653\times0.002$ C/m² $=1.3331$ mC/m². The two differ by about $0.01\,\%$ of the predicted charge. This difference comes from the finite time step: a more accurate integration of the same ramp reduces it to less than $0.0001\,\%$.

**Q:** And the improper constant?

**A:** It can be found without Berry phases, from the bound charge on a finite slab. Diagonalize slabs of two thicknesses, fill the lowest orbitals until the slab is neutral, and divide the growth of the dipole per added cell by the cell volume. This gives the bound charge per actual area, free of the constant contributions of the two ends. For a slab with A at the bottom and B at the top, the result is $P=-0.4892$ C/m², and its strain derivative is

$$e_{31}^{\rm imp}=1.1557\ {\rm C/m^2}.$$

The relation asks for $0.6665-(-0.4892)=1.1557$ C/m². For the ramp this constant would predict $2.311$ mC/m², which is $73\,\%$ more than the charge that flowed.

**Q:** Cut the slab differently and you should get another answer.

**A:** One does. Let the slab begin with B and end with A, so that the strong bond is cut at both ends. The bottom then has an end state that lives on B sites. Its amplitude on successive B sites is multiplied by $-t_2/t_1$, which makes the hopping onto every A site cancel, so its energy is $-d$. It is filled. Its partner at the top lives on A sites at energy $+d$ and is empty. Each added cell now brings cores at heights $u$ and 1 instead of 0 and $u$, while the added electron pair is a bulk pair as before. The dipole per added cell is

$$e(u+1-2w)c=(q+e)c .$$

The polarization rises by one quantum, to $-0.4892+1.7802=1.2910$ C/m², and the improper constant becomes $0.6665-1.2910=-0.6245$ C/m². The slab calculation gives the same two values. This second improper constant would predict $-1.249$ mC/m² for the ramp, a current in the wrong direction. Two cuts of one crystal have improper constants of opposite sign, and one bulk current.

**Q:** By your formula even a crystal without a polar axis could have an improper constant. That would be absurd.

**A:** It can have one, and no charge flows. Set $u=1/2$ at every strain. The vertical bonds are then equal, and inversion about a B site is a symmetry. Inversion turns the set of allowed values $q+ne$ into $-q-ne$. The two sets must coincide, so $2q/e$ is an integer. In this model $q=-e/2$, and no branch contains zero. Strain along axis 1 preserves the symmetry, and a continuous change cannot jump between the allowed values, so $dq/d\varepsilon=0$ and the proper constant vanishes. The improper constant is

$$e_{31}^{\rm imp}=0-\left(-\frac{e}{2S_0}\right)=0.8901\ {\rm C/m^2}.$$

It describes the dilution of half an elementary charge per surface cell.

**Q:** My table lists a spontaneous polarization measured from a reference crystal. May I insert that number?

**A:** It depends on the reference. Let the reference be strained along with the crystal, and write $P_{\rm rel}=P-P_{\rm ref}$. Applying the relation to both crystals and subtracting gives

$$\frac{dP_{\rm rel}}{d\varepsilon}=\left(e_{31}^{\rm prop}-e_{31,\rm ref}^{\rm prop}\right)-P_{\rm rel}.$$

The original form survives if the reference has no proper response. The nonpolar crystal above qualifies: $P_{\rm rel}=-0.4892+0.8901=0.4009$ C/m², and the relative improper constant is $0.6665-0.4009=0.2656$ C/m².

If the reference is frozen at zero strain, the derivative stays $e_{31}^{\rm prop}-P$. Writing $P_{\rm rel}$ for $P$ there makes an error of size $|P_{\rm ref}|$.

For wurtzite crystals a zincblende reference with [111] along the polar axis needs care, because it is itself piezoelectric. With proper constant $e_{14}$, a strain $\varepsilon$ along a unit vector $\mathbf m$ normal to [111] has engineering shears such as $2\varepsilon m_ym_z$. The proper response along [111] is

$$\frac{2e_{14}\varepsilon}{\sqrt3}(m_ym_z+m_zm_x+m_xm_y)=\frac{e_{14}\varepsilon}{\sqrt3}\left[(m_x+m_y+m_z)^2-1\right]=-\frac{e_{14}\varepsilon}{\sqrt3},$$

since $m_x+m_y+m_z=0$. Hence $e_{31,\rm ref}^{\rm prop}=-e_{14}/\sqrt3$, and this value has to be kept in the bracket of the relation for $P_{\rm rel}$, where it is subtracted.

**Q:** In a transistor nobody shorts the barrier layer. I want the sheet charge at a heterointerface. Is the improper constant useless there?

**A:** There it is the convenient one. The bound charge at an interface is the polarization below minus the polarization above, per actual area. Consider a hexagonal barrier stretched coherently by $\varepsilon$ along both in-plane axes, with strain $\varepsilon_3$ along the polar axis. The two in-plane directions are equivalent, so to first order

$$P_{\rm barrier}=P+2\left(e_{31}^{\rm prop}-P\right)\varepsilon+e_{33}\varepsilon_3 .$$

A branch shift adds $(ne/S_0)(1-2\varepsilon)$, which to this order is $ne/S$ with the strained area $S$. The unstrained layer below has the same lateral cell, and the same shift there cancels in the difference. Both polarizations must therefore be taken on matching branches. They are zero-field values, and the dielectric response to the field in the device comes on top.

**Q:** When would the ammeter disagree with the proper constant?

**A:** When one of the conditions behind $\Delta Q=\Delta(PA)$ fails. With an open circuit a field builds up instead of a current. If ions arrive at a surface during the strain, the electrode charges have to compensate them as well, and the reading changes. A slight conductivity does no harm while the wire has no resistance and the electrodes touch the crystal directly, because no field then drives a conduction current. A thin blocking layer under an electrode leaves a small field, and over a long time the carriers of the crystal screen the change of $PA$, so that the charge slowly returns through the wire. If the wire has resistance, a field appears, and part of the charge leaks back through the crystal instead of passing through the ammeter. If the gap closes on the way, the electrons no longer follow the strain adiabatically, and $q$ need not change continuously. For a large strain the linear constant no longer suffices, but the charge is still the difference of $PA$ between the end points, followed continuously along one branch.
